# Single-electron emission by a Lorentzian voltage pulse in a chiral channel, part 1

(Sections cited here and not found follow in the second part.)

A calculation of a two-electron collision or an interference pattern in a ballistic conductor driven by a voltage pulse starts with a decision about what has been injected. One option is to carry the whole perturbed Fermi sea, that is, a correlation matrix over all energies within reach of the pulse, with electrons above the Fermi level and holes below it. The other is to write down one wave function $\psi$, leave the sea frozen, and propagate $\psi$ as in a one-body problem. The second option is an approximation for a general pulse, and the choice of pulse shape decides whether it is exact. For a Lorentzian pulse whose time integral is one flux quantum $h/e$, at zero temperature and in a chiral channel with linear dispersion and no interactions, it is exact: the outgoing many-body state is $c^\dagger_\psi|F\rangle$, one electron added to an intact sea. In this model no other shape of flux $h/e$ has the property. The statement needs one qualification of sign. The pulse must raise the potential energy of the electrons in the contact, and the opposite polarity emits one hole and no electron.

The model is one chiral channel of non-interacting spinless electrons moving to the right with velocity $v$. A spin-degenerate channel is two independent copies and emits one electron per spin. In a wire that carries both directions of motion, the left-movers cross the same potential drop in the opposite sense and acquire the opposite phase, so the pulse that emits an electron to the right also sends a hole into the contact. The statements below concern the right-moving output alone. Energies are measured from the Fermi level, and the dispersion $E=vk$ is taken to hold for all $E$ from $-\infty$ to $\infty$, which is legitimate when the band is linear over a range much larger than the energies the pulse transfers. The derivation uses $\hbar=e=1$, so that $h=2\pi$ and the flux quantum $h/e$ is $2\pi$. The electron charge is $-e$, so a voltage $V(t)$ on the contact gives the electrons there a potential energy $U(t)=-eV(t)$. The contact occupies $x<0$, the potential is uniform inside it, and it drops to zero abruptly at $x=0$. The one-particle equation is

$$\big(i\partial_t+iv\partial_x-U(t)\,\theta(-x)\big)\Psi(x,t)=0 .$$

In the contact, a state that had energy $E$ before the pulse is $\Psi=e^{-iE(t-x/v)}e^{-i\varphi(t)}$. Acting with $i\partial_t$ gives the factor $E+\dot\varphi$, acting with $iv\partial_x$ gives $iv\,(iE/v)=-E$, and the equation holds if $\dot\varphi=U$. The equation is of first order in $x$ with a bounded potential, so $\Psi$ is continuous at $x=0$. For $x>0$ the general solution is a function of $t-x/v$ alone. The outgoing wave is therefore the wave at $x=0$ delayed by $x/v$, and the whole effect of the pulse is the replacement

$$e^{-iEt}\;\to\; f(t)\,e^{-iEt},\qquad f(t)=e^{-i\varphi(t)},\qquad \varphi(t)=\int_{-\infty}^{t}U(t')\,dt' .\tag{1}$$

The factor $f$ does not depend on $E$, which is where linear dispersion is used. Its Fourier components are the amplitudes for a change of energy. With

$$f(t)=\int d\varepsilon\;p(\varepsilon)\,e^{-i\varepsilon t},\qquad p(\varepsilon)=\int\frac{dt}{2\pi}\,f(t)\,e^{i\varepsilon t},\tag{2}$$

the wave $f e^{-iEt}$ is a superposition of $e^{-i(E+\varepsilon)t}$, so $\varepsilon>0$ is a gain of energy. Let $a(E)$ annihilate the incoming state, with $\{a(E),a^\dagger(E')\}=\delta(E-E')$. The field at $x=0$ is $\int dE\,a(E)f(t)e^{-iEt}/\sqrt{2\pi v}$. Writing it as $\int dE'\,b(E')e^{-iE't}/\sqrt{2\pi v}$ and inserting (2) gives

$$b(E')=\int dE\;S(E',E)\,a(E),\qquad S(E',E)=p(E'-E).$$

In the time representation $S$ is multiplication by $f(t)$, and $|f|=1$ makes it unitary. At zero temperature $\langle a^\dagger(E_2)a(E_1)\rangle=\theta(-E_1)\delta(E_1-E_2)$, which is the kernel of the projector $P_<$ on negative energies. With $P_>=1-P_<$, the outgoing correlation matrix is

$$G(E_1,E_2)=\langle b^\dagger(E_2)b(E_1)\rangle=\int_{-\infty}^0 dE\;p(E_1-E)\,p^*(E_2-E),\qquad G=SP_<S^\dagger .\tag{3}$$

The mean number of electrons above the Fermi level is $N_e=\mathrm{Tr}\,P_>GP_>$, the trace being $\int dE\,G(E,E)$. The mean number of holes is $N_h=\mathrm{Tr}\,P_<(1-G)P_<$, and since $1-G=S(1-P_<)S^\dagger=SP_>S^\dagger$ by unitarity,

$$N_e=\mathrm{Tr}\,(P_>SP_<)(P_>SP_<)^\dagger,\qquad N_h=\mathrm{Tr}\,(P_<SP_>)(P_<SP_>)^\dagger .$$

Suppose the flux is an integer multiple of $2\pi$, so that $f\to1$ at both ends of the time axis. Then $p=\delta(\varepsilon)+\tilde p(\varepsilon)$, where $\tilde p$ is the transform of $f-1$. The delta function is the identity operator, and $P_>\,1\,P_<=0$, so only $\tilde p$ enters the two off-diagonal blocks. In $N_e=\int_0^\infty dE'\int_{-\infty}^0dE\,|\tilde p(E'-E)|^2$, fix the transfer $\varepsilon=E'-E>0$. The conditions $E'>0$ and $E=E'-\varepsilon<0$ confine $E'$ to the interval $(0,\varepsilon)$, whose length is $\varepsilon$. The same count for downward transfers gives the holes:

$$N_e=\int_0^\infty \varepsilon\,|\tilde p(\varepsilon)|^2\,d\varepsilon,\qquad N_h=\int_{-\infty}^0|\varepsilon|\,|\tilde p(\varepsilon)|^2\,d\varepsilon .\tag{4}$$

The hole formula deserves a reading, because it counts transitions from $E>0$ down to $E'<0$, and no electron starts at $E>0$. A level $E'<0$ would be refilled completely if all levels that feed it were occupied, since $SS^\dagger=1$. The feed from the empty levels above the Fermi energy is missing, and this deficit is the hole. If the pulse can only raise energies, every level below the Fermi energy is fed from itself and from lower levels, all of them full, and there is no deficit.

Two general relations follow from (4). Differentiating (2) gives $i\dot f=\int\varepsilon\,p\,e^{-i\varepsilon t}d\varepsilon$, and (1) gives $i\dot f=Uf$, so $\varepsilon p(\varepsilon)=\varepsilon\tilde p(\varepsilon)$ is the transform of $Uf$. Parseval's relation in the convention (2) reads $\int A^*B\,dt=2\pi\int a^*b\,d\varepsilon$. Applied to $A=f-1$ and $B=Uf$ it gives

$$N_e-N_h=\int\varepsilon|\tilde p|^2d\varepsilon=\frac1{2\pi}\int (f^*-1)\,Uf\,dt=\frac1{2\pi}\int U\,dt-\frac{i}{2\pi}\big[f(\infty)-f(-\infty)\big]=\frac{1}{2\pi}\int U\,dt .\tag{5}$$

The flux fixes the net number of particles and nothing more. For the sum, the difference $f(t+s)-f(t)$ has the transform $\tilde p(\varepsilon)(e^{-i\varepsilon s}-1)$, of squared modulus $2(1-\cos\varepsilon s)|\tilde p|^2$. The integral $\int ds\,(1-\cos\varepsilon s)/s^2$ becomes $|\varepsilon|\int du\,(1-\cos u)/u^2$ under $u=|\varepsilon|s$, and one integration by parts turns the last integral into $\int du\,\sin u/u=\pi$. Hence $\int ds\,s^{-2}\int dt\,|f(t+s)-f(t)|^2=2\pi\int d\varepsilon\,|\tilde p|^2\,2\pi|\varepsilon|$, that is

$$N_e+N_h=\frac{1}{4\pi^2}\iint dt\,dt'\;\frac{|f(t)-f(t')|^2}{(t-t')^2}.\tag{6}$$

This form needs no Fourier transform and serves as an independent route to the counts.

Take now the Lorentzian pulse of half width $\tau$ centred at $t=0$,

$$U(t)=\frac{2\tau}{t^2+\tau^2},\qquad \varphi(t)=\pi+2\arctan\frac t\tau .$$

The phase runs from $0$ to $2\pi$, so the flux is $h/e$. To exponentiate it, note that $\tau+it=\sqrt{\tau^2+t^2}\,e^{i\arctan(t/\tau)}$, so that $e^{-2i\arctan(t/\tau)}=(\tau-it)/(\tau+it)$. With $\tau-it=-i(t+i\tau)$ and $\tau+it=i(t-i\tau)$ this ratio equals $-(t+i\tau)/(t-i\tau)$, and the factor $e^{-i\pi}=-1$ removes the sign:

$$f(t)=\frac{t+i\tau}{t-i\tau}=1+\frac{2i\tau}{t-i\tau}.\tag{7}$$

Continued to complex $t$, the phase factor has one simple pole, at $t=i\tau$ in the upper half-plane, and one zero at the mirror point $-i\tau$. In the lower half-plane it is analytic, and $|f|\le1$ there because every point of that half-plane is closer to $-i\tau$ than to $i\tau$.

The transform $\tilde p(\varepsilon)=\int (dt/2\pi)\,2i\tau\,e^{i\varepsilon t}/(t-i\tau)$ is found by closing the contour. Since $|e^{i\varepsilon t}|=e^{-\varepsilon\,\mathrm{Im}\,t}$, the exponential decays in the lower half-plane for $\varepsilon<0$ and in the upper one for $\varepsilon>0$, and since $f-1$ vanishes uniformly as $|t|\to\infty$, Jordan's lemma discards the large arc. For $\varepsilon<0$ the contour encloses no singularity and $\tilde p=0$. For $\varepsilon>0$ it runs counterclockwise around the pole, and $\tilde p=(1/2\pi)\,2\pi i\cdot 2i\tau\,e^{i\varepsilon(i\tau)}$. Thus

$$p(\varepsilon)=\delta(\varepsilon)-2\tau\,e^{-\varepsilon\tau}\,\theta(\varepsilon).\tag{8}$$

The inverse transform confirms the sign: $-2\tau\int_0^\infty e^{-\varepsilon(\tau+it)}d\varepsilon=-2\tau/(\tau+it)=-2\tau/[i(t-i\tau)]=2i\tau/(t-i\tau)$. A pulse centred at $t_0$ has its pole at $t_0+i\tau$, which multiplies $\tilde p$ by $e^{i\varepsilon t_0}$ and changes no count. Inserting (8) in (4), with $\int_0^\infty\varepsilon e^{-2\varepsilon\tau}d\varepsilon=1/(2\tau)^2$,

$$N_e=4\tau^2\int_0^\infty\varepsilon\,e^{-2\varepsilon\tau}d\varepsilon=1,\qquad N_h=0 .$$

The two results have different causes. The hole number vanishes because $f$ is analytic and bounded in the lower half-plane, whatever happens above. The electron number is one because the upper half-plane holds a single simple pole.

A mean of one electron does not yet say that the state holds exactly one electron in a definite orbital. That follows from the structure of $G$. Because $S$ is unitary and $P_<$ is a projector, $G=G^\dagger=G^2$. Write $G$ in blocks, $A=P_<GP_<$, $B=P_>GP_>$, $C=P_<GP_>$. The block $P_<SP_>$ has the kernel $\tilde p(E'-E)$ with $E'<0<E$, a negative argument, so it vanishes by (8). Then $A=P_<-P_<SP_>S^\dagger P_<=P_<$. The lower-energy block of $G^2=G$ reads $A^2+CC^\dagger=A$, and $A^2=A$ leaves $CC^\dagger=0$, so $C=0$: there is no coherence between states above and below the Fermi level. The remaining block is $B=KK^\dagger$ with $K=P_>SP_<$. Here the single pole acts. One pole gives one exponential, and an exponential of a difference factorises:

$$K(E',E)=-2\tau\,e^{-(E'-E)\tau}=-\psi(E')\,\chi(E),\qquad \psi(E')=\sqrt{2\tau}\,e^{-E'\tau}\theta(E'),\quad \chi(E)=\sqrt{2\tau}\,e^{E\tau}\theta(-E).$$

Both functions are normalised, since $2\tau\int_0^\infty e^{-2E\tau}dE=1$. So $K=-|\psi\rangle\langle\chi|$, $B=|\psi\rangle\langle\chi|\chi\rangle\langle\psi|=|\psi\rangle\langle\psi|$, and

$$G=P_<+|\psi\rangle\langle\psi| .\tag{9}$$

The incoming state is a Slater determinant of all orbitals with $E<0$. Without interactions each orbital evolves by $S$, so the outgoing state is the determinant built on the image of that subspace, and $G=SP_<S^\dagger$ is the projector on the image. A determinant depends, up to a phase, only on the subspace that it fills. By (9) that subspace is the whole negative-energy space plus the one orbital $\psi$, and the state is $c^\dagger_\psi|F\rangle$ with $c^\dagger_\psi=\int dE\,\psi(E)\,b^\dagger(E)$. The number of electrons above the Fermi level is one without fluctuation.

It is instructive to see which electron is lifted. The sea orbital $\chi$ is mapped entirely onto $-\psi$. Its image above the Fermi level is $K\chi=-\psi$, and its image at $E'<0$ is

$$\chi(E')-\int_{-\infty}^{E'}2\tau\,e^{-(E'-E)\tau}\sqrt{2\tau}\,e^{E\tau}dE=\sqrt{2\tau}\,e^{E'\tau}-2\tau\sqrt{2\tau}\,e^{-E'\tau}\,\frac{e^{2E'\tau}}{2\tau}=0 .$$

Every sea orbital orthogonal to $\chi$ is annihilated by $K$ and stays in the sea, and by $A=P_<$ these orbitals fill the sea completely. A space with one orbital removed can be mapped unitarily onto the whole space only if it is infinite-dimensional, and this is the role of the bottomless band. In a band of finite depth the refilling from below would end at the band bottom, where the linear model no longer describes the contact. The result concerns the neighbourhood of the Fermi level and requires a band depth much larger than $\hbar/\tau$.

The time representation gives (9) by a second route and shows the shape of the emitted packet. Define transforms with $e^{-iEt}/\sqrt{2\pi}$. The unperturbed sea has $G_0(t,t')=\int_{-\infty}^0(dE/2\pi)\,e^{-iE(t-t')+\eta E}=i/[2\pi(t-t'+i\eta)]$ with $\eta\to0^+$, and the pulse multiplies it by $f(t)f^*(t')$. The excess is

$$\delta G(t,t')=\big[f(t)f^*(t')-1\big]\,\frac{i}{2\pi(t-t')},$$

where $\eta$ can be dropped because the bracket vanishes at $t=t'$. For any pulse the bracket tends to $-iU(t)(t-t')$ as $t'\to t$, so the excess particle current $\delta G(t,t)$ equals $U(t)/2\pi$. In ordinary units this is $U/h$, an electric current $-eU/h=(e^2/h)V$. For the Lorentzian the bracket has the numerator $(t+i\tau)(t'-i\tau)-(t-i\tau)(t'+i\tau)=-2i\tau(t-t')$ over the denominator $(t-i\tau)(t'+i\tau)$. The factor $t-t'$ cancels and

$$\delta G(t,t')=\frac{\tau/\pi}{(t-i\tau)(t'+i\tau)}=\psi(t)\,\psi^*(t'),\qquad \psi(t)=\int_0^\infty\frac{dE}{\sqrt{2\pi}}\sqrt{2\tau}\,e^{-E(\tau+it)}=\frac{\sqrt{\tau/\pi}}{\tau+it}.$$

The last identification uses $(\tau+it)(\tau-it')=i(t-i\tau)\cdot(-i)(t'+i\tau)=(t-i\tau)(t'+i\tau)$. The density $|\psi(t)|^2=(\tau/\pi)/(t^2+\tau^2)=U/2\pi$ is the entire current pulse.

The mean energy of the electron is $\langle E\rangle=2\tau\int_0^\infty E\,e^{-2E\tau}dE=1/(2\tau)$, or $\hbar/2\tau$. It can be compared with the energy that any pulse deposits in the channel. Weighting the count that led to (4) with $|E'|$ replaces the length $|\varepsilon|$ by $\int_0^{|\varepsilon|}E'dE'=\varepsilon^2/2$, for electrons and for holes alike. The total excitation energy is then $\tfrac12\int\varepsilon^2|\tilde p|^2d\varepsilon=(1/4\pi)\int|Uf|^2dt=(1/4\pi)\int U^2dt$, the Joule energy $(e^2/2h)\int V^2dt$ carried by the channel. For the Lorentzian the substitution $t=\tau\tan\vartheta$ gives $\int 4\tau^2(t^2+\tau^2)^{-2}dt=(4/\tau)\int_{-\pi/2}^{\pi/2}\cos^2\vartheta\,d\vartheta=2\pi/\tau$, and division by $4\pi$ returns $1/(2\tau)$. The one electron carries all of it.

Reversing the polarity replaces $\varphi$ by $-\varphi$ and $f$ by $f^*=(t-i\tau)/(t+i\tau)$, whose pole lies at $-i\tau$. From (2), the transform of $f^*$ at $\varepsilon$ is $p^*(-\varepsilon)$, so the two integrals in (4) trade places, and $N_e=0$, $N_h=1$. The same block argument with $P_<$ and $P_>$ exchanged shows that one orbital, $\chi$, is emptied.

The converse also holds: among pulses of flux $h/e$ with finite counts and a differentiable $\tilde p$ at $\varepsilon>0$, only the Lorentzian has no hole. Suppose $N_h=0$. Then $P_<SP_>=0$, the argument above gives $A=P_<$ and $C=0$, and the upper block of $G^2=G$ makes $B$ a projector. Its trace is $N_e$, which is $1$ by (5), so $B=KK^\dagger$ has rank one, and so has $K$. A kernel of rank one factorises, $\tilde p(x+y)=\alpha(x)\beta(y)$ with $x=E'>0$, $y=-E>0$. Differentiating with respect to $x$ gives $\tilde p'(x+y)/\tilde p(x+y)=\alpha'(x)/\alpha(x)$ wherever $\tilde p\neq0$. The right side does not depend on $y$, so the logarithmic derivative is a constant, and $\tilde p=-c\,e^{-\lambda\varepsilon}$, a function that never vanishes and so extends over all $\varepsilon>0$. Finite $N_e$ requires $\mathrm{Re}\,\lambda>0$; write $\lambda=\tau-it_0$. The inverse transform is $f=1-c/(\lambda+it)=(\lambda-c+it)/(\lambda+it)$, with a pole at $t=i\lambda=t_0+i\tau$ and a zero at $t_0+i\tau-ic$. On the real axis $|f|=1$ means that every real $t$ is equidistant from zero and pole, which for $c\ne0$ places the zero at the mirror point $t_0-i\tau$, so $c=2\tau$. This is (7) shifted to $t_0$, and $U=i\dot f/f=i[(t-t_0+i\tau)^{-1}-(t-t_0-i\tau)^{-1}]=2\tau/[(t-t_0)^2+\tau^2]$.

The counts are observable through noise. Let the channel meet a splitter of energy-independent transmission $D$, whose other input $b'$ carries an unexcited sea at the same Fermi level. The outgoing operator is $c=\sqrt D\,b+i\sqrt{1-D}\,b'$. The two inputs are uncorrelated, so $G_{\rm out}=DG+(1-D)P_<$. For the total number $N=\sum_ic_i^\dagger c_i$ in that output, Wick's theorem gives $\langle c_i^\dagger c_ic_j^\dagger c_j\rangle-\langle c^\dagger_ic_i\rangle\langle c^\dagger_jc_j\rangle=\langle c_i^\dagger c_j\rangle\langle c_ic_j^\dagger\rangle$, and the sum over $i,j$ is $\mathrm{Tr}(G_{\rm out}-G_{\rm out}^2)$. With $G^2=G$ and $P_<^2=P_<$,

the trace can be reduced to the counts $N_e$ and $N_h$, a step that remains along with periodic pulses, other pulse shapes, finite temperature and the numerical example. This part has established that, within the model at zero temperature, a Lorentzian pulse of flux $h/e$ and the right polarity adds exactly one electron, in the orbital $\psi$, to an intact sea, and that no other pulse shape of that flux does so.
